# Vibrational Spread of a Core-Level Photoemission Line and Its Zero-Temperature Limit: test program

```python
"""Vibrational spread of a core-level photoemission line.

Result under test: a core hole coupled linearly to one harmonic mode gives
    variance = S (hbar omega)^2 coth(hbar omega / 2kT),
with S = (g / hbar omega)^2 and coupling g (a + a^dagger).
The mean is the vertical energy. The variance belongs to the vibrational
envelope; Auger decay adds a Lorentzian, whose own variance diverges.
Dimensionless tests use hbar omega = 1 and q = (a + a^dagger)/sqrt(2).
CO curves use eV and angstrom. hb2m denotes hbar^2 / (2 mass).
"""
import math
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, scf, lib

lib.num_threads(1)
K_B = const.k / const.e
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def hamiltonian(x, potential, hb2m):
    """Sinc-grid Hamiltonian on equally spaced points."""
    step = x[1] - x[0]
    index = np.arange(len(x))
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 3,
                       2.0 * (-1.0) ** np.abs(diff) / safe**2)
    return hb2m / step**2 * kinetic + np.diag(potential)


def sticks(initial, final, kT):
    """Transition energies and probabilities from eigenvector overlaps."""
    e_i, u_i = initial
    e_f, u_f = final
    population = np.zeros(len(e_i))
    population[0] = 1.0
    if kT > 0:
        population = np.exp(-(e_i - e_i[0]) / kT)
        population /= population.sum()
    probability = (u_f.T @ u_i) ** 2 * population[None, :]
    energy = e_f[:, None] - e_i[None, :]
    return energy.ravel(), probability.ravel()


def moments(energy, probability):
    mean = np.sum(energy * probability)
    shifted = energy - mean
    return (mean, np.sum(shifted**2 * probability),
            np.sum(shifted**3 * probability))


def coth_factor(quantum, kT):
    return 1.0 if kT == 0 else 1.0 / np.tanh(quantum / (2 * kT))


# ---- Linear model: diagonalization against the derived moments ----
q = np.linspace(-20, 20, 301)
h_initial = hamiltonian(q, q**2 / 2, 0.5)
initial = np.linalg.eigh(h_initial)
vertical = 3.0
worst_var = worst_third = worst_mean = 0.0
for S in (0.3, 1.0, 4.0, 10.0):
    h_final = h_initial + np.diag(vertical + np.sqrt(2 * S) * q)
    final = np.linalg.eigh(h_final)
    zero_phonon = final[0][0] - initial[0][0]
    assert abs(zero_phonon - (vertical - S)) < 1e-7
    for m in range(6):
        overlap = (final[1][:, m] @ initial[1][:, 0]) ** 2
        poisson = math.exp(-S) * S**m / math.factorial(m)
        assert abs(overlap - poisson) < 1e-8
    for kT in (0.0, 0.3, 1.0, 2.0):
        mean, var, third = moments(*sticks(initial, final, kT))
        expected = S * coth_factor(1.0, kT)
        worst_mean = max(worst_mean, abs(mean - vertical))
        worst_var = max(worst_var, abs(var / expected - 1))
        worst_third = max(worst_third, abs(third / S - 1))
assert worst_mean < 1e-7 and worst_var < 1e-7 and worst_third < 1e-5
print(f"largest relative error, variance: {worst_var:.1e}")
print(f"largest relative error, third moment: {worst_third:.1e}")

# High-temperature law and its first correction
kT = 3.0
mean, var, third = moments(*sticks(initial, final, kT))
classical_ratio = var / (2 * S * kT)
assert abs(classical_ratio - 1 - 1 / (12 * kT**2)) < 1e-3 / kT**2

# ---- Constant Auger width: resolvent against broadened Poisson lines ----
S, gamma = 1.0, 0.4
h_final = h_initial + np.diag(np.sqrt(2 * S) * q)
ground = initial[1][:, 0]
for eps in (-1.3, -1.0, -0.4, 0.2, 1.1):
    matrix = (eps + initial[0][0] + 0.5j * gamma) * np.eye(len(q)) - h_final
    direct = -(ground @ np.linalg.solve(matrix, ground)).imag / np.pi
    summed = sum(math.exp(-S) * S**m / math.factorial(m)
                 * gamma / (2 * np.pi) / ((eps + S - m)**2 + gamma**2 / 4)
                 for m in range(40))
    assert abs(direct - summed) < 1e-7

# ---- Momentum kick: added variance is recoil energy times quantum ----
kick = 0.7
final = np.linalg.eigh(h_final)
kicked = np.exp(1j * kick * q) * ground
weights = np.abs(final[1].T @ kicked) ** 2
var_kicked = moments(final[0] - initial[0][0], weights)[1]
assert abs(var_kicked - (S + kick**2 / 2)) < 1e-7


# ---- CO: neutral and C 1s core-hole restricted Hartree-Fock curves ----
def co_energies(distance):
    """Neutral and core-ionized total energies in eV."""
    geometry = f"C 0 0 0; O 0 0 {distance:.10f}"
    mol = gto.M(atom=geometry, basis="def2-tzvp", verbose=0)
    neutral = scf.RHF(mol)
    neutral.conv_tol = 1e-10
    neutral.kernel()
    assert neutral.converged
    carbon_1s = neutral.mo_coeff[:, 1]
    overlap = mol.intor("int1e_ovlp")
    n_carbon = mol.aoslice_by_atom()[0, 3]
    on_carbon = np.sum((carbon_1s * (overlap @ carbon_1s))[:n_carbon])
    assert on_carbon > 0.95
    ion = gto.M(atom=geometry, basis="def2-tzvp", charge=1, spin=1, verbose=0)
    hole_scf = scf.ROHF(ion)
    hole_scf._eri = neutral._eri
    hole_scf.conv_tol = 1e-9

    def occupations(mo_energy=None, mo_coeff=None):
        """One electron in the orbital most like C 1s, six closed pairs."""
        occ = np.zeros(len(mo_energy))
        hole = np.argmax(np.abs(carbon_1s @ overlap @ mo_coeff))
        order = [k for k in np.argsort(mo_energy) if k != hole]
        occ[order[:6]] = 2
        occ[hole] = 1
        return occ

    hole_scf.get_occ = occupations
    filled = neutral.mo_coeff[:, :7]
    dm_alpha = filled @ filled.T
    density = np.array([dm_alpha, dm_alpha - np.outer(carbon_1s, carbon_1s)])
    # Damped start, accelerated finish, and a slow damped run in reserve
    for accelerate, shift, cycles in ((False, 0.5, 25), (True, 0.0, 80),
                                      (False, 0.5, 400)):
        hole_scf.diis = accelerate
        hole_scf.level_shift = shift
        hole_scf.max_cycle = cycles
        hole_scf.kernel(dm0=density)
        if hole_scf.converged:
            break
        if not accelerate:
            density = np.array(hole_scf.make_rdm1())
    assert hole_scf.converged
    open_orbital = hole_scf.mo_coeff[:, hole_scf.mo_occ == 1][:, 0]
    assert abs(carbon_1s @ overlap @ open_orbital) > 0.95
    return neutral.e_tot * HARTREE, hole_scf.e_tot * HARTREE


r_low, r_high = 0.92, 1.30
nodes = np.cos((2 * np.arange(9) + 1) * np.pi / 18)
distances = (r_low + r_high) / 2 + (r_high - r_low) / 2 * nodes
curves = np.array([co_energies(r) for r in distances])
curves -= curves[:, 0].min()
v_neutral = Polynomial.fit(distances, curves[:, 0], 6, domain=[r_low, r_high])
v_hole = Polynomial.fit(distances, curves[:, 1], 6, domain=[r_low, r_high])
residual = max(np.max(np.abs(v_neutral(distances) - curves[:, 0])),
               np.max(np.abs(v_hole(distances) - curves[:, 1])))
assert residual < 1e-3

mass_c, mass_o = 12.0, 15.9949
mass_red = mass_c * mass_o / (mass_c + mass_o)
hb2m = const.hbar**2 / (2 * mass_red * const.atomic_mass) / const.e * 1e20
r_eq = brentq(v_neutral.deriv(), 1.0, 1.25)
r_hole = brentq(v_hole.deriv(), 0.94, 1.28)
stiffness = v_neutral.deriv(2)(r_eq)
quantum = np.sqrt(2 * hb2m * stiffness)
quantum_hole = np.sqrt(2 * hb2m * v_hole.deriv(2)(r_hole))
x_zp = np.sqrt(hb2m / quantum)
gap_slope = v_hole.deriv()(r_eq) - v_neutral.deriv()(r_eq)
gap_vertical = v_hole(r_eq) - v_neutral(r_eq)
g = gap_slope * x_zp
S_co = (g / quantum) ** 2
kT_room = K_B * 300
sigma_cold = np.sqrt(S_co) * quantum
sigma_room = sigma_cold * np.sqrt(coth_factor(quantum, kT_room))

# The linear model in physical units, then the complete computed curves
r = np.linspace(r_low, r_high, 181)
v_harm = stiffness * (r - r_eq) ** 2 / 2
v_lin = v_harm + gap_vertical + gap_slope * (r - r_eq)
harm_i = np.linalg.eigh(hamiltonian(r, v_harm, hb2m))
harm_f = np.linalg.eigh(hamiltonian(r, v_lin, hb2m))
var_lin = moments(*sticks(harm_i, harm_f, kT_room))[1]
assert abs(var_lin / sigma_room**2 - 1) < 1e-4
full_i = np.linalg.eigh(hamiltonian(r, v_neutral(r), hb2m))
full_f = np.linalg.eigh(hamiltonian(r, v_hole(r), hb2m))
energy_full, prob_full = sticks(full_i, full_f, kT_room)
mean_full, var_full, _ = moments(energy_full, prob_full)

print("CO, C 1s, restricted Hartree-Fock/def2-TZVP")
print(f"largest curve-fit residual: {residual*1e3:.4f} meV")
print(f"bond length, neutral: {r_eq:.4f} angstrom")
print(f"bond length, core hole: {r_hole:.4f} angstrom")
print(f"reduced mass: {mass_red:.4f} u")
print(f"force constant, neutral: {stiffness:.2f} eV/angstrom^2")
print(f"quantum, neutral: {quantum:.4f} eV")
print(f"quantum, core hole: {quantum_hole:.4f} eV")
print(f"zero-point rms displacement: {x_zp:.5f} angstrom")
print(f"gap slope: {gap_slope:.3f} eV/angstrom")
print(f"vertical binding energy: {gap_vertical:.2f} eV")
print(f"coupling g: {g:.4f} eV")
print(f"Huang-Rhys factor S: {S_co:.4f}")
print(f"relaxation energy S*quantum: {S_co*quantum:.4f} eV")
print(f"kT at 300 K: {kT_room:.5f} eV")
print(f"coth minus 1 at 300 K: {coth_factor(quantum, kT_room)-1:.2e}")
print(f"variance, linear, 0 K: {sigma_cold**2:.5f} eV^2")
print(f"sigma, linear, 0 K: {sigma_cold:.4f} eV")
print(f"sigma, linear, 300 K: {sigma_room:.4f} eV")
print(f"sigma, grid linear, 300 K: {np.sqrt(var_lin):.4f} eV")
print(f"sigma, full curves, 300 K: {np.sqrt(var_full):.4f} eV")
print(f"mean, full minus vertical: {mean_full-gap_vertical:.4f} eV")
print(f"skewness, linear, 0 K: {1/np.sqrt(S_co):.3f}")
for m in range(3):
    poisson = math.exp(-S_co) * S_co**m / math.factorial(m)
    overlap = (full_f[1][:, m] @ full_i[1][:, 0]) ** 2
    print(f"line {m} weight, linear / full: {poisson:.4f} / {overlap:.4f}")

# ---- Sizes of lifetime, recoil and Doppler effects for CO ----
gamma = 0.1
eps = mean_full + np.arange(-1.5, 2.0, 0.0005)
keep = prob_full > 1e-10
profile = np.zeros_like(eps)
for centre, weight in zip(energy_full[keep], prob_full[keep]):
    profile += weight * gamma / (2*np.pi) / ((eps-centre)**2 + gamma**2/4)
peak = int(np.argmax(profile))
left = right = peak
while profile[left] > profile[peak] / 2:
    left -= 1
while profile[right] > profile[peak] / 2:
    right += 1
fwhm = eps[right] - eps[left]
print(f"Auger width, rough input: {gamma:.2f} eV")
print(f"FWHM of strongest line: {fwhm:.3f} eV")
gauss = 2 * np.sqrt(2 * np.log(2)) * sigma_room
print(f"FWHM of Gaussian with same sigma: {gauss:.3f} eV")
for window in (1.0, 10.0):
    half = gamma / 2
    second = 2 * quad(lambda e: e**2 * half / np.pi / (e**2 + half**2),
                      0, window)[0]
    formula = 2 * half / np.pi * (window - half * np.arctan(window / half))
    assert abs(second / formula - 1) < 1e-7
    print(f"Lorentzian rms within +-{window:.0f} eV: {second**0.5:.3f} eV")

e_kin = 100.0
m_e = const.m_e / const.atomic_mass
recoil = e_kin * m_e * mass_red / mass_c**2 / 3
sigma_recoil = np.sqrt(recoil * quantum * coth_factor(quantum, kT_room))
mass_total = mass_c + mass_o
sigma_doppler = np.sqrt(2 * m_e * e_kin * kT_room / mass_total)
p_electron = np.sqrt(2 * m_e * e_kin)
p_thermal = np.sqrt(mass_total * kT_room)


def thermal_average(power):
    """Average of the translational energy change over thermal momenta."""
    def integrand(u):
        change = ((u * p_thermal - p_electron) ** 2
                  - (u * p_thermal) ** 2) / (2 * mass_total)
        return change**power * np.exp(-u**2 / 2) / np.sqrt(2 * np.pi)
    return quad(integrand, -10, 10, epsabs=1e-13)[0]


doppler_var = thermal_average(2) - thermal_average(1) ** 2
assert abs(doppler_var / sigma_doppler**2 - 1) < 1e-6
print(f"photoelectron kinetic energy, input: {e_kin:.0f} eV")
print(f"mean vibrational recoil energy: {recoil*1e3:.3f} meV")
print(f"sigma added by recoil: {sigma_recoil*1e3:.1f} meV")
print(f"sigma of Doppler shift, 300 K: {sigma_doppler*1e3:.1f} meV")

# ---- Soft model mode: growth of the spread with temperature ----
soft_quantum, soft_S = 0.03, 10.0
h_soft = h_initial + np.diag(np.sqrt(2 * soft_S) * q)
soft_final = np.linalg.eigh(h_soft)
print(f"soft mode: quantum {soft_quantum:.2f} eV, S = {soft_S:.0f}")
print("T (K): sigma formula, grid, classical (eV); skewness")
for temperature in (0, 100, 300, 600):
    kT = K_B * temperature
    _, var, third = moments(*sticks(initial, soft_final, kT / soft_quantum))
    sigma_grid = soft_quantum * np.sqrt(var)
    factor = coth_factor(soft_quantum, kT)
    sigma = soft_quantum * np.sqrt(soft_S * factor)
    classical = np.sqrt(2 * soft_S * soft_quantum * kT)
    skewness = third / var**1.5
    assert abs(sigma_grid / sigma - 1) < 1e-7
    assert abs(skewness * np.sqrt(soft_S) * factor**1.5 - 1) < 1e-5
    print(f"{temperature:3d}: {sigma:.4f}, {sigma_grid:.4f}, "
          f"{classical:.4f}; {skewness:.3f}")

print("all tests passed")
```

Running it gives:

```
largest relative error, variance: 1.5e-13
largest relative error, third moment: 4.0e-13
CO, C 1s, restricted Hartree-Fock/def2-TZVP
largest curve-fit residual: 0.0722 meV
bond length, neutral: 1.1030 angstrom
bond length, core hole: 1.0394 angstrom
reduced mass: 6.8562 u
force constant, neutral: 148.62 eV/angstrom^2
quantum, neutral: 0.3010 eV
quantum, core hole: 0.3722 eV
zero-point rms displacement: 0.03182 angstrom
gap slope: 11.558 eV/angstrom
vertical binding energy: 297.21 eV
coupling g: 0.3678 eV
Huang-Rhys factor S: 1.4930
relaxation energy S*quantum: 0.4494 eV
kT at 300 K: 0.02585 eV
coth minus 1 at 300 K: 1.75e-05
variance, linear, 0 K: 0.13528 eV^2
sigma, linear, 0 K: 0.3678 eV
sigma, linear, 300 K: 0.3678 eV
sigma, grid linear, 300 K: 0.3678 eV
sigma, full curves, 300 K: 0.3665 eV
mean, full minus vertical: 0.0361 eV
skewness, linear, 0 K: 0.818
line 0 weight, linear / full: 0.2247 / 0.3267
line 1 weight, linear / full: 0.3355 / 0.3793
line 2 weight, linear / full: 0.2504 / 0.2067
Auger width, rough input: 0.10 eV
FWHM of strongest line: 0.103 eV
FWHM of Gaussian with same sigma: 0.866 eV
Lorentzian rms within +-1 eV: 0.171 eV
Lorentzian rms within +-10 eV: 0.562 eV
photoelectron kinetic energy, input: 100 eV
mean vibrational recoil energy: 0.871 meV
sigma added by recoil: 16.2 meV
sigma of Doppler shift, 300 K: 10.1 meV
soft mode: quantum 0.03 eV, S = 10
T (K): sigma formula, grid, classical (eV); skewness
  0: 0.0949, 0.0949, 0.0000; 0.316
100: 0.0978, 0.0978, 0.0719; 0.288
300: 0.1312, 0.1312, 0.1245; 0.120
600: 0.1786, 0.1786, 0.1761; 0.047
all tests passed
```
